\section*{Long-time displacement of an adatom in a row with reflecting ends}

\section*{Problem}

An adatom sits in a straight row of $L$ adsorption sites, numbered $j=1,\dots,L$, and hops at random between nearest neighbours. All sites have the same energy. The barrier between sites $j$ and $j+1$ is crossed at a rate $r_j>0$, the same in both directions. The ends are reflecting: hops beyond site $1$ or site $L$ do not occur. The atom is equally likely to start at any site. Displacements are measured in lattice spacings.

\begin{enumerate}
\item[(a)] Find the probability of each site after a long time.
\item[(b)] Find the long-time mean-square displacement for a given starting site $i$, and then its average over all starting sites.
\item[(c)] Let all barriers be equal, $r_j=\Gamma$. Find the averaged mean-square displacement $M(t)$ at all times, its short-time form, and the time needed to reach the plateau.
\item[(d)] Apply the results to a niobium adatom in an atomic channel of Nb(211), with $L=20$, lattice constant $3.30$ angstrom, barrier $0.60$ eV, attempt frequency $10^{12}$ s$^{-1}$ and temperature $400$ K.
\item[(e)] The two end sites may differ in energy from the others. Find the new plateau and evaluate it for a shift of $0.05$ eV either way.
\item[(f)] Decide whether escape over the ends, the arrival of other atoms and other neglected processes spoil the plateau. The row ends at descending steps with an extra barrier of $0.30$ eV, and the deposition flux is $0.01$ monolayer per second.
\end{enumerate}

The energies, rates and flux are assumed round values, not measured data for this surface.

\section*{Solution}

\subsection*{(a) The atom forgets where it started}

Let $p_j(t)$ be the probability of finding the atom at site $j$. It changes by exchange with the two neighbours:
\begin{equation}
\frac{dp_j}{dt}=r_j(p_{j+1}-p_j)-r_{j-1}(p_j-p_{j-1}),
\qquad r_0=r_L=0 .
\label{master}
\end{equation}
Setting $r_0$ and $r_L$ to zero removes the hops beyond the ends. Write this as $d\mathbf p/dt=W\mathbf p$. The matrix $W$ is real and symmetric, because each barrier has one rate for both directions. It therefore has a complete set of orthonormal eigenvectors $\mathbf u_k$, with eigenvalues that we call $-\lambda_k$.

To find the signs of the $\lambda_k$, take any real vector $\mathbf q$ and form
\begin{align}
\mathbf q^{T}W\mathbf q
&=\sum_{j=1}^{L-1}r_jq_j(q_{j+1}-q_j)
-\sum_{j=2}^{L}r_{j-1}q_j(q_j-q_{j-1})\nonumber\\
&=\sum_{j=1}^{L-1}r_j(q_j-q_{j+1})(q_{j+1}-q_j)
=-\sum_{j=1}^{L-1}r_j(q_{j+1}-q_j)^2 .
\label{quad}
\end{align}
In the second line the index of the second sum was lowered by one, so that both sums run over the same barriers. For $\mathbf q=\mathbf u_k$ the left side is $-\lambda_k$, hence $\lambda_k\ge0$. It is zero only if all components of $\mathbf u_k$ are equal, since every $r_j$ is positive. There is thus one stationary eigenvector, $\mathbf u_0=(1,\dots,1)/\sqrt L$, and in
\begin{equation}
\mathbf p(t)=\sum_k \mathbf u_k\,[\mathbf u_k\cdot\mathbf p(0)]\,e^{-\lambda_kt}
\end{equation}
all other terms die out. Since the initial probabilities sum to one, $\mathbf u_0\cdot\mathbf p(0)=1/\sqrt L$, and
\begin{equation}
p_j(\infty)=\frac1L
\end{equation}
for every starting site. The heights of the barriers affect how fast this state is reached, but not the state itself. If one barrier were impassable, its $r_j$ would vanish, the row would split into two, and the conclusion would fail.

\subsection*{(b) The plateau}

For an atom that started at site $i$, the long-time mean-square displacement is
\begin{equation}
M_i(\infty)=\frac1L\sum_{j=1}^{L}(j-i)^2 .
\end{equation}
Let $c=(L+1)/2$ be the centre of the row and write $j-i=(j-c)-(i-c)$. On squaring and summing over $j$, the cross term vanishes because $\sum_j(j-c)=0$. What remains is
\begin{equation}
M_i(\infty)=V+(i-c)^2,\qquad V=\frac1L\sum_{j=1}^{L}(j-c)^2 .
\end{equation}
The variance $V$ follows from $\sum_j j^2=L(L+1)(2L+1)/6$:
\begin{align}
V&=\frac{(L+1)(2L+1)}6-\frac{(L+1)^2}4\nonumber\\
&=\frac{L+1}{12}\,\bigl[(4L+2)-(3L+3)\bigr]=\frac{L^2-1}{12}.
\end{align}
The starting site therefore matters even after an infinite time:
\begin{equation}
M_i(\infty)=\frac{L^2-1}{12}+\left(i-\frac{L+1}2\right)^2 .
\label{fixed}
\end{equation}
The atom has forgotten its start, but the displacement is still measured from there. An atom starting at an end has on average farther to go than one starting in the middle.

Now average over $i$ with weight $1/L$. The second term of (\ref{fixed}) averages to $V$ once more, so
\begin{equation}
M(\infty)=2V=\frac{L^2-1}{6}.
\label{plateau}
\end{equation}
The factor two has a simple meaning. The first and last sites are independent and both uniformly distributed, and the variance of the difference of two independent quantities is the sum of their variances.

For $L=1$ the formula gives zero, as it must. For $L=2$ it gives $1/2$: the atom is found displaced by one spacing half of the time. For a long row of length $\ell$, the root-mean-square displacement tends to $\ell/\sqrt6\approx0.41\,\ell$.

\subsection*{(c) The approach to the plateau}

\paragraph{Eigenvectors.} With equal rates, try $v_k(j)=\cos[\theta_k(j-\tfrac12)]$, where $\theta_k=k\pi/L$ and $k=0,\dots,L-1$. The addition theorem gives
\begin{equation}
\Gamma[v_k(j+1)+v_k(j-1)-2v_k(j)]=-2\Gamma(1-\cos\theta_k)\,v_k(j).
\end{equation}
This is the eigenvalue equation at the inner sites. At site $1$ the true equation lacks the term $\Gamma[v_k(0)-v_k(1)]$. That term is zero anyway, because $v_k(0)=\cos(-\theta_k/2)=v_k(1)$. At the other end, $v_k(L+1)$ and $v_k(L)$ both equal $(-1)^k\cos(\theta_k/2)$, so the missing term is again zero. The decay rates are
\begin{equation}
\lambda_k=2\Gamma(1-\cos\theta_k)=4\Gamma\sin^2\alpha_k,
\qquad \alpha_k=\frac{k\pi}{2L}.
\end{equation}
They are all different, so the $L$ eigenvectors are orthogonal and complete.

For normalization with $k\ge1$, use $\cos^2x=\frac12(1+\cos2x)$. The oscillating part sums to zero, since
\begin{equation}
2\sin\theta_k\sum_{j=1}^{L}\cos[\theta_k(2j-1)]
=\sum_{j=1}^{L}\bigl[\sin2j\theta_k-\sin2(j-1)\theta_k\bigr]=\sin2\pi k=0
\end{equation}
and $\sin\theta_k\ne0$. Hence $\sum_jv_k(j)^2=L/2$ and $u_k(j)=\sqrt{2/L}\,v_k(j)$.

\paragraph{Displacement.} Let $P_{ji}(t)$ be the probability of being at $j$ after starting at $i$, and let $\mathbf x$ have components $x_j=j$. Expanding the square,
\begin{equation}
M(t)=\frac1L\sum_{i,j}(j^2+i^2-2ij)P_{ji}
=\frac2L\bigl[\mathbf x\cdot\mathbf x-\mathbf x^{T}P\,\mathbf x\bigr].
\end{equation}
Here $\sum_jP_{ji}=1$ because the atom is somewhere, and $\sum_iP_{ji}=1$ because $P$ is symmetric. Inserting the eigenvectors gives
\begin{equation}
M(t)=\frac2L\sum_{k\ge1}(\mathbf u_k\cdot\mathbf x)^2\,(1-e^{-\lambda_kt}).
\label{modes}
\end{equation}

The overlaps follow from letting $W$ act on $\mathbf x$. At inner sites $(W\mathbf x)_j=\Gamma[(j+1)+(j-1)-2j]=0$. At the ends $(W\mathbf x)_1=\Gamma$ and $(W\mathbf x)_L=-\Gamma$. Since $W$ is symmetric,
\begin{equation}
-\lambda_k\,\mathbf u_k\cdot\mathbf x=\mathbf u_k\cdot W\mathbf x
=\Gamma[u_k(1)-u_k(L)]
=\Gamma\sqrt{\tfrac2L}\,\cos\alpha_k\,[1-(-1)^k].
\end{equation}
For even $k$ the overlap is zero. For odd $k$ the bracket is $2$, and division by $-\lambda_k$ gives
\begin{equation}
\mathbf u_k\cdot\mathbf x=-\sqrt{\frac2L}\,\frac{\cos\alpha_k}{2\sin^2\alpha_k}.
\end{equation}
Squaring and inserting in (\ref{modes}),
\begin{equation}
M(t)=\frac1{L^2}\sum_{k\ \mathrm{odd}}\frac{\cos^2\alpha_k}{\sin^4\alpha_k}
\left(1-e^{-4\Gamma t\sin^2\alpha_k}\right),\qquad k<L .
\label{Mt}
\end{equation}
For $L=2$ only $k=1$ is present, with $\alpha_1=\pi/4$, and $M(t)=\frac12(1-e^{-2\Gamma t})$, in agreement with the plateau found above.

\paragraph{Short times.} To first order in $t$, each allowed hop has probability $\Gamma t$ and squared length one. The row has $L-1$ barriers and so $2(L-1)$ directed hops. Averaging over $L$ starts,
\begin{equation}
M(t)\simeq2\Gamma t\,\frac{L-1}L .
\end{equation}
An endless row would give $2\Gamma t$ at all times. The factor $(L-1)/L$ accounts for the two outward hops that are missing.

\paragraph{Long times.} The slowest mode has $k=1$ and relaxation time
\begin{equation}
\tau=\frac1{4\Gamma\sin^2(\pi/2L)}\simeq\frac{L^2}{\pi^2\Gamma}\qquad(L\gg1).
\end{equation}
In the same limit its amplitude in (\ref{Mt}) is $16L^2/\pi^4$, which is a share $96/\pi^4\approx0.986$ of the plateau $L^2/6$. The next contributing mode, $k=3$, decays nearly nine times faster. From about $t=\tau$ onwards, therefore,
\begin{equation}
M(t)\simeq M(\infty)\,(1-0.986\,e^{-t/\tau}).
\label{late}
\end{equation}

A direct simulation of $40\,000$ hopping atoms, with $L=8$ and $\Gamma t=100$, gave $10.470\pm0.061$, where (\ref{plateau}) gives $10.5$. Numerical solution of (\ref{master}) with unequal barriers, drawn at random for each $L$ from $1$ to $12$, reproduced the plateau to within $4\times10^{-11}$.

\subsection*{(d) A niobium adatom in a channel}

The (211) surface of a body-centred cubic metal has close-packed atomic rows with channels between them, so that an adatom moves mainly along one direction. The site spacing is half the body diagonal of the cubic cell, $a=\sqrt3\times3.30/2=2.858$ angstrom. For $L=20$,
\begin{equation}
M(\infty)=\frac{400-1}6=66.5 .
\end{equation}
The root-mean-square displacement is $\sqrt{66.5}=8.155$ spacings, or $23.3$ angstrom ($2.33$ nm). The mean square is $543$ angstrom$^2$ ($5.43$ nm$^2$). For a fixed start, (\ref{fixed}) gives $123.5$ at an end site and $33.5$ at site $10$. An experiment that always begins near the middle would thus find about half of the averaged value.

Temperature enters through the hop rate. With $k_BT=0.03447$ eV,
\begin{equation}
\Gamma=10^{12}\,e^{-0.60/0.03447}\ \mathrm{s}^{-1}=2.76\times10^{4}\ \mathrm{s}^{-1}.
\end{equation}
The slowest decay rate is $0.02462\,\Gamma$, so $\tau=1.47\times10^{-3}$ s. With the same barrier and attempt frequency, $\tau$ is $0.49$ s at $300$ K and $4.5\times10^{-5}$ s at $500$ K. The plateau is the same at all three temperatures. A barrier wrong by $0.1$ eV would change $\tau$ at $400$ K by a factor $e^{0.1/0.03447}\approx18$, and would leave the plateau untouched.

\begin{center}
\begin{tabular}{ccc}
$t/\tau$ & $M(t)$ & endless row, $2\Gamma t$\\
$0.1$ & $6.83$ & $8.12$\\
$1$ & $42.4$ & $81.2$\\
$3$ & $63.2$ & $244$\\
$10$ & $66.5$ & $812$
\end{tabular}
\end{center}

At $0.1\,\tau$ the ends already lower $M$ by $16\,\%$ relative to the endless row. The initial slope explains $5\,\%$. The rest comes from the downward curvature of every term in (\ref{Mt}). At $10\,\tau$, dividing $M$ by $2t$ as if the row were endless would give a diffusion coefficient about twelve times too small. For equal site energies the plateau measures the length of the row, and the hop rate must be read from the earlier rise. That reading assumes nearest-neighbour hops only: double jumps at one fifth of the single-hop rate would leave the plateau at $66.5$ but raise the initial slope from $1.90\,\Gamma$ to $3.34\,\Gamma$.

\subsection*{(e) End sites of different energy}

An end site has different neighbours from an inner site, so equal energies are an idealization. Let each end site have Boltzmann weight $g=e^{-\varepsilon/k_BT}$ relative to an inner site, where $\varepsilon$ is its energy shift. Put $g_1=g_L=g$ and all other $g_j=1$. Equal flow in both directions at equilibrium fixes the ratio of the two rates across each barrier. They can therefore be written as $r_j/g_j$ from $j$ to $j+1$ and $r_j/g_{j+1}$ for the reverse hop, with some $r_j>0$.

The new matrix is no longer symmetric, but it becomes so for the variables $y_j=p_j/\sqrt{g_j}$. The steps that led to (\ref{quad}) then give the quadratic form
\begin{equation}
-\sum_{j=1}^{L-1}r_j\left(\frac{y_{j+1}}{\sqrt{g_{j+1}}}-\frac{y_j}{\sqrt{g_j}}\right)^2 .
\end{equation}
It vanishes only if $y_j/\sqrt{g_j}=p_j/g_j$ is the same at all sites. The long-time distribution is therefore $p_j=g_j/(L-2+2g)$.

This distribution is symmetric about the centre $c$, so the cross term in the squared displacement again vanishes. The starts remain uniform, with variance $V$, while the final sites have a new variance $V_g$:
\begin{equation}
M_g(\infty)=\frac{L^2-1}{12}+V_g,\qquad
V_g=\frac{\dfrac{L(L^2-1)}{12}+\dfrac{(g-1)(L-1)^2}{2}}{L-2+2g}.
\end{equation}
The first term of the numerator is the sum of $(j-c)^2$ with unit weights. The second adds the excess weight $g-1$ at two sites, each at distance $(L-1)/2$ from the centre. For $g=1$ the earlier plateau returns.

For ends deeper by $0.05$ eV, $g=e^{0.05/0.03447}\approx4.265$. The numerator is $665+3.265\times180.5\approx1254.3$ and the denominator is $26.53$, so $V_g\approx47.28$ and
\begin{equation}
M_g(\infty)\approx33.25+47.28\approx80.5,
\end{equation}
which is $21\,\%$ above $66.5$. For ends shallower by $0.05$ eV the plateau is $61.8$, or $7\,\%$ below. Because $g$ depends on temperature, this plateau does too: the same shifts give $+32$ and $-8\,\%$ at $300$ K, and $+15$ and $-6\,\%$ at $500$ K. Read with (\ref{plateau}), the two values at $400$ K would suggest rows of $22.0$ and $19.3$ sites instead of $20$. The asymmetry has a plain cause. Shallow ends can at most be emptied, which leaves a uniform distribution over $L-2$ sites and a plateau of $60.2$. Deep ends can collect nearly all the atoms, and the plateau then rises towards $123.5$.

\subsection*{(f) Does the plateau last long enough?}

Take $10\,\tau=1.47\times10^{-2}$ s as the time of observation. The estimates below assume sites of equal energy. Ends deeper by $0.05$ eV lengthen the slowest relaxation time by a factor of about $1.7$, and they change the loss over the steps in the same $1.47\times10^{-2}$ s to $0.005$ if the barrier tops stay fixed, or to $0.021$ if the barriers counted from the end site stay fixed.

\paragraph{Escape over the steps.} Each end is occupied with probability close to $1/L$, and the outward rate is $\Gamma e^{-0.30/k_BT}$. The fraction lost is about
\begin{equation}
\frac{2\Gamma t}{L}\,e^{-0.30/k_BT}=\frac{812}{20}\times1.66\times10^{-4}\approx0.0067 .
\end{equation}
A solution of the master equation with leaking ends gives the same figure, and the atoms still in the row have $M=66.48$ instead of $66.50$. The estimate depends strongly on the extra barrier. At $0.20$ eV this linear estimate gives $0.12$, and the master equation with leaking ends gives $0.11$. The row would then lose a noticeable share of its atoms, although those still in it would have $M\approx66.2$, close to the plateau.

\paragraph{Further atoms.} A second niobium atom in the row or in either neighbouring row could meet or disturb the first. These rows hold $60$ sites, so the expected number of arrivals is $0.01\times60\times0.0147\approx0.009$. This is the whole count only if the three rows hold no other atom at the start. Under a flux that has run for many seconds they usually would. An atom stays in its row for about $L/(2\Gamma e^{-0.30/k_BT})\approx2.2$ s before it escapes over a step, so about $0.01\times60\times2.2\approx1.3$ earlier atoms would be present, if interactions between them are ignored. To observe the plateau of a single atom at this flux, one should therefore start with empty rows and keep the deposition well below one second. For residual nitrogen at $10^{-9}$ Torr the expected number of impacts is $5\times10^{-4}$. This counts fresh impacts and says nothing about gas already on the surface.

\paragraph{Other processes.} With a rough barrier of $1.2$ eV for hops into a neighbouring channel, $2\times10^{-5}$ such hops are expected. Desorption, with a rough barrier of $6$ eV, is negligible. Tunnelling through a parabolic barrier, whose frequency is taken equal to the attempt frequency, raises $\Gamma$ by $0.06\,\%$ and does not change the plateau.

\paragraph{The real case.} Niobium is a metal, chosen because its channels provide the row; the formula holds equally for a row of equivalent sites on a semiconductor. A low flux favours the plateau. Temperature acts both ways: cooling reduces the loss over the steps within $10\,\tau$, but it lengthens $\tau$ and so gives other atoms more time to arrive. At $300$ K, $10\,\tau$ is $4.9$ s, and about three arrivals would be expected. At $400$ K and $1$ monolayer per second, the expected number of arrivals would be $0.9$, and nucleation or collision would compete with the single-atom motion. At $500$ K the loss over the steps within $10\,\tau$ would be about $4\,\%$. In chemical vapour deposition, adsorbed precursor fragments may also block sites, which this model leaves out. For the flux, temperature and step barrier given in the problem, and for rows that hold no other atom at the start, the energy of the end sites matters most among the effects sized here: a shift of $0.05$ eV moves the plateau by $-7$ to $+21\,\%$. The value $66.5$ is thus precise for the model, while for a real channel it is an estimate whose quality rests on how nearly equivalent the sites are and on the atom being alone. The numerical output lists the values used.

\section*{Computed values}
\begin{verbatim}
TESTS
largest plateau error, equal barriers: 4.9e-12 spacings^2
largest plateau error, random barriers: 3.5e-11 spacings^2
largest error of M(t) formula: 1.8e-12 spacings^2
simulation, L = 8, 40000 atoms: 10.470 +/- 0.061 spacings^2
formula, L = 8: 10.500 spacings^2
INPUTS (rough typical values)
sites in row: 20
lattice constant: 3.30 angstrom
barrier along channel: 0.60 eV
attempt frequency: 1.0e+12 1/s
temperature: 400 K; kT: 0.03447 eV
extra barrier at step: 0.30 eV
sideways barrier: 1.20 eV
desorption barrier: 6.0 eV
end-site energy shift tried: 0.05 eV
flux: 0.01 monolayer/s
residual N2 pressure: 1.0e-09 Torr at 300 K
RESULTS
site spacing: 2.858 angstrom
area per site: 13.34 angstrom^2
plateau: 66.500 spacings^2
plateau: 543.1 angstrom^2 = 5.431 nm^2
rms displacement: 8.155 spacings
rms displacement: 23.31 angstrom = 2.331 nm
plateau, start at end site: 123.50 spacings^2
plateau, start at site 10: 33.50 spacings^2
hop rate per direction: 2.756e+04 1/s
slowest decay rate / hop rate: 0.02462
share of slowest mode in plateau: 0.9860
settling time tau at 300 K: 4.878e-01 s
settling time tau at 400 K: 1.473e-03 s
settling time tau at 500 K: 4.533e-05 s
t = 0.1 tau: M = 6.835, open row 8.12 spacings^2
t = 1.0 tau: M = 42.379, open row 81.22 spacings^2
t = 3.0 tau: M = 63.236, open row 243.67 spacings^2
t = 10.0 tau: M = 66.497, open row 812.24 spacings^2
NEGLECTED EFFECTS
reading time 10 tau: 1.473e-02 s
plateau, ends deeper: 80.53 spacings^2 (+21.1 %)
plateau, ends shallower: 61.77 spacings^2 (-7.1 %)
fraction escaped over steps: 6.72e-03
M of atoms still in row: 66.482 spacings^2
expected further Nb arrivals, 3 rows: 8.84e-03
expected N2 impacts, 3 rows: 4.52e-04
expected sideways hops: 2.24e-05
expected desorptions: 3.7e-66
tunnelling factor on hop rate: 1.00060
\end{verbatim}
